Placing vacancies in a supercell: ordering, localisation and the metallic state

A crystal with a partly occupied site forces a choice before any band structure can be computed. The vacancies can be put in a regular pattern in a small cell, scattered at random in a large one, or replaced by an average occupancy. The composition and the carrier density may be the same in all three cases, and yet the answer to "is it a metal?" can differ. This guide derives why for a cubic lattice model, and what to inspect besides the density of states.

## The model behind the setting

Take a simple cubic lattice with spacing a and one orbital per site. A fraction x = 1/4 of the sites is vacant. The carriers do not interact, the temperature is zero, and the Hamiltonian is

H = Σ_i ε_i |i⟩⟨i| − t Σ_⟨ij⟩ (|i⟩⟨j| + |j⟩⟨i|),

where each nearest-neighbour pair is counted once. The site energies are

ε_i = U on a vacant site,
ε_i = −w m_i on an occupied site with m_i vacant neighbours.

The large U keeps carriers off vacant sites. The minus sign says that vacancies attract carriers, as a missing positive ion attracts holes; energies are therefore hole energies, filled from the bottom. The example uses w = 5t and U = 30t. From here on energies are in t and lengths in a.

The carrier density is held fixed at n = 0.24 per site. Each orbital state holds two spins, so the Fermi energy E_F follows from

N(E_F) = n/2 = 0.12 states per site,

and must be found anew for every arrangement. With a = 6 bohr the density is 0.24/(6 bohr)³ = 7.5 × 10²¹ cm⁻³.

## From random to ordered at fixed composition

Call A the sites whose three coordinates are all even or all odd. They form a body-centred pattern and make up 1/4 of the lattice, so they can hold all the vacancies. The other sites are B. Let the vacancy probabilities be

v_A = x + (1 − x)s,  v_B = x(1 − s).

At s = 0 both equal x, which is the random arrangement. At s = 1, v_A = 1 and v_B = 0. The composition does not change in between, because

x v_A + (1 − x) v_B = x² + x(1 − x)s + x(1 − x) − x(1 − x)s = x.

A step to a neighbour changes the parity of one coordinate. From an A site this always leads to B, so A has six B neighbours. On a B site one coordinate differs in parity from the other two. The two steps along that coordinate lead to A, and the remaining four lead to B.

Each neighbour is vacant independently with probability v, and such a yes-or-no variable has variance v − v² = v(1 − v). Independent variances add, so on an occupied B site

Var m = 2v_A(1 − v_A) + 4v_B(1 − v_B).

For s = 0 this is 6x(1 − x) = 1.125, and the site energies spread by w√1.125 = 5.3t. For s = 0.7, v_A = 0.775 and v_B = 0.075 give 0.349 + 0.278 = 0.626; direct sampling of a random bar gives 0.623. For s = 1 the variance is zero: every occupied site has m = 2. Ordering thus removes the disorder in the site energies as well as the disorder in the positions.

## The ordered limit

At s = 1 the Hamiltonian is periodic. By Bloch's theorem its eigenstates can be chosen as extended waves, and a partly filled band is metallic in this model.

The band bottom can be found by hand. All hopping elements are negative, so giving every amplitude the same sign lowers the energy, and the lowest state of the connected lattice has no sign changes and is not degenerate. It must then respect the lattice symmetry, with one amplitude b on all B sites and one amplitude c on all A sites. The neighbour counts give

E b = (−2w − 4t) b − 2t c,
E c = U c − 6t b.

The second line gives c = −6t b/(E − U). Inserting this in the first and multiplying by E − U yields

(E + 2w + 4t)(E − U) = 12t².

With the numbers of the example, (E + 14)(E − 30) = 12, whose lower root is E = 8 − √(22² + 12) = −14.271. Diagonalising an ordered cube gives the same value. Impenetrable vacancies would give −14; the small difference comes from leakage onto vacant sites. The ordered Fermi energy is about −12.2, well inside the band.

An average-occupancy treatment has the same property for the wrong reason. If each site energy is replaced by its mean over arrangements, the energies depend on the sublattice only, and the Hamiltonian is periodic for every s. Its states are Bloch waves even at s = 0. Such a treatment cannot show localisation, however carefully the rest is converged.

## Where the carriers sit

Counting levels with the hopping switched off shows which sites are filled first. Sites with more vacant neighbours lie lower, in steps of w. In the ordered lattice all occupied sites have m = 2, so sites with m ≥ 3 act as traps relative to that host. Let C be the number of traps per lattice site.

At s = 0, m follows the binomial distribution for six neighbours with probability 1/4. Its weights for m = 3, 4, 5, 6 are 540, 135, 18 and 1, divided by 4096. Multiplying by the occupied fraction,

C(0) = 0.75 × 694/4096 = 0.127.

The required 0.12 states per site fit into the traps, nearly filling them. E_F then lies close to the gap that separates the m = 3 and m = 2 levels in this count, which is consistent with the low density of states found there, 0.009 per t and site.

For s of about 0.7 or more, a B site is a trap if both A neighbours and at least one B neighbour are vacant, or if one A neighbour and at least two B neighbours are; the case with no vacant A neighbour is negligible here, and so are traps on the few occupied A sites. At s = 0.7 the probabilities of two and one vacant A neighbours are 0.775² = 0.601 and 2 × 0.775 × 0.225 = 0.349. For the four B neighbours, the probability of at least one vacancy is 1 − 0.925⁴ = 0.268, and of at least two it is 0.268 − 4 × 0.075 × 0.925³ = 0.030. A fraction 0.75 × 0.925 = 0.694 of all sites are occupied B sites, so

C(0.7) ≈ 0.694 × (0.601 × 0.268 + 0.349 × 0.030) ≈ 0.119.

The same steps at s = 0.8, with v_A = 0.85 and v_B = 0.05, give

C(0.8) ≈ 0.7125 × (0.7225 × 0.185 + 0.255 × 0.014) ≈ 0.098.

Near s = 0.7 the traps hold just the required 0.12. At s = 0.8 about 0.022 states per site must be filled in the host instead. The count therefore suggests how ordering can make a metal at fixed density: beyond s ≈ 0.7 too few traps are left to hold the carriers, and E_F moves into host states. Hopping broadens and mixes these levels, so the count is an estimate, and it does not say whether the states are extended. That has to be computed.

## Localisation length from transfer matrices

Consider a long bar with an M × M cross-section, periodic sideways. Let ψ_n be the vector of the M² amplitudes in slice n, and H_n the Hamiltonian within that slice. The Schrödinger equation is

E ψ_n = H_n ψ_n − t ψ_{n+1} − t ψ_{n−1}.

Solving for the next slice gives

ψ_{n+1} = (H_n − E)ψ_n/t − ψ_{n−1}.

In block form the pair (ψ_n, ψ_{n−1}) is multiplied by

T_n = [[K, −1], [1, 0]],  K = (H_n − E)/t.

K is real and symmetric. With J = [[0, 1], [−1, 0]],

J T_n = [[1, 0], [−K, 1]],
T_nᵀ J T_n = [[K, 1], [−1, 0]] [[1, 0], [−K, 1]] = [[0, 1], [−1, 0]] = J.

A product Q of such matrices also obeys QᵀJQ = J, hence Q⁻¹ = J⁻¹QᵀJ. Since J is orthogonal, Q⁻¹ has the same singular values as Q, so these come in reciprocal pairs. The growth rates per slice, called Lyapunov exponents, therefore come in pairs ±γ. The smallest positive one belongs to the slowest decay and defines the localisation length of the bar,

λ_M = 1/γ, with amplitudes falling as exp(−z/λ_M).

Probabilities fall twice as fast. In a numerical product all columns turn towards the fastest-growing solution, and the small exponents are lost in rounding. The columns are therefore made orthogonal again every few slices by a QR factorisation. The mean logarithms of the diagonal of R, per slice, are the exponents.

A clean bar without vacancies fixes signs and factors. The sideways-uniform wave has transverse energy −4t, and growth as exp(γz) gives E = −4t − 2t cosh γ. At E = −7t, cosh γ = 1.5 and γ = 0.96242, which the QR procedure reproduces. On a random bar of width 4 at s = 0, the QR value is 1.5867, while the decay of the end-to-end Green function gives 1.5863.

## Reading the trend with width

Any one width gives a finite λ_M when there is disorder, even in a metal, because a long bar is effectively one-dimensional. The useful quantity is Λ = λ_M/M.

In an insulator λ_M approaches a fixed length as M grows, so Λ finally falls as 1/M. In a diffusive metal with conductivity σ, a bar of length L has conductance σM²/L. Localisation along the bar sets in when this drops to about one conductance quantum, so λ_M grows as M² and Λ grows as M. Doubling the width thus changes ln Λ by −0.69 deep in the insulator and by about +0.69 in a good metal. One-parameter scaling places the transition where Λ stops depending on M.

At fixed x and n the results are:

s = 0: Λ₄ = 0.157, Λ₈ = 0.092
s = 0.4: Λ₄ = 0.169, Λ₈ = 0.101
s = 0.7: Λ₄ = 0.219, Λ₈ = 0.119
s = 0.8: Λ₄ = 0.76, Λ₈ = 1.18
s = 0.97: Λ₄ = 9.9, Λ₈ = 25

The first two rows are insulating and the last two metallic. The row s = 0.7 shows the insulating trend at the Fermi energy used, −13.5, but depends on that value, as explained below. At s = 0, ln(Λ₈/Λ₄) = −0.53 rather than −0.69. The length still grows from 4 × 0.157 = 0.63 to 0.74 lattice constants, so 0.74a, or 0.23 nm, is the value for width 8 and not yet the bulk limit.

At s = 0.97 the change is +0.91 ± 0.16, compatible with +0.69. At s = 0.9 it is +1.03 ± 0.10, clearly above it. The growth expected for wide bars is therefore not yet reached at these widths.

With the Fermi energies used, the sign changes between s = 0.7 and 0.8, and linear interpolation gives 0.76. Its small statistical error of 0.004 ignores the spacing of the s values, the narrow bars and, above all, the uncertainty of E_F. At s = 0.7 the density of states is only 0.005 per t and site, so an error of a few thousandths in the number of states per site shifts E_F by several tenths of t. The density of states rises away from this minimum, and about 0.01 states per site are needed to move E_F from −13.5 up to −12.7, the energy of the host states filled at s = 0.8. The row s = 0.7 is therefore the least secure one, and as a precaution it is not used for the lower end of the bracket. At s = 0 and 0.4 the density of states is low as well, and E_F, taken from eight pooled arrangements of 512 sites each, is uncertain too. There, however, the traps can hold all the carriers: at s = 0.4 the terms kept in the trap count already give 0.127, more than the required 0.12. At s = 0.8 the step from width 6 to 8 lies within the errors, so the growth there rests on the comparison of 4 with 8. The supported result is a transition between s = 0.4 and 0.8; the trap count suggests a value near 0.7 within this bracket.

## Why the density of states is not enough

At s = 0.7 the density of states at E_F is only 0.005 per t and site. This is an average over a window of width t, and it does not exclude a narrower gap; the program's check on the density of states excludes only a gap that spans the whole window. At n = 0.24 the insulating side is therefore a poor place to separate localisation from a mere lack of states.

Lowering the density to 0.16 per site at s = 0 moves E_F to −15.3, into the m = 3 levels near −3w = −15. The density of states there is 0.073, about half the ordered value of 0.147 at n = 0.24 and larger than the 0.043 of the metallic case s = 0.8. Yet Λ falls from 0.315 ± 0.007 to 0.260 ± 0.009 between widths 4 and 8. Between these two widths the trend is that of localised states, although there are plenty of states.

This evidence is weaker than at the higher density, since λ_M itself grows from 1.3 to 2.1 lattice constants; wider bars would be needed to show that the fall of Λ continues and that λ_M levels off. At the same density of 0.16 the fully ordered lattice has a partly filled Bloch band. If the fall continues in wider bars, the contrast between the random and the ordered arrangement does not depend on the density-of-states minimum.

A second comparison isolates the cause of the localisation. Keep the vacancies random and n = 0.24, but set w = 0. Then Λ rises from 4.5 ± 0.2 to 7.7 ± 1.0, as in a metal. At this composition and density missing sites alone do not localise the carriers at E_F; the potential that vacancies exert on their neighbours is needed. A calculation that removes atoms but keeps the potential of the perfect crystal would miss the effect.

## Participation ratios in a supercell

Where transfer matrices are not available, the eigenvectors of a supercell can be used instead. For a state with Σ|ψ_i|² = 1, the inverse participation ratio is

P = Σ_i |ψ_i|⁴.

If the weight is spread evenly over N sites, |ψ_i|² = 1/N and P = N × 1/N² = 1/N. An extended state in a cube of edge L thus has P ∝ L⁻³. A localised state keeps its P once the cube is larger than the state. Two sizes give the exponent

τ = ln(P₁/P₂)/ln(L₂/L₁),

which tends to 0 for localised and 3 for extended states.

For states within 0.5t of E_F, the geometric means at s = 0 are 0.363 for L = 6 and 0.320 for L = 10. Hence τ = 0.127/0.511 = 0.25 ± 0.12, two standard errors from zero and far from 3. A typical state occupies about 1/0.32 ≈ 3 sites. At s = 0.97 the values are 0.0132 and 0.0030, so τ = 2.9, and a typical state in the larger cube covers about 330 sites.

Degenerate levels need care, because P depends on which combination the solver returns. A plane wave has P = 1/N. The standing wave √(2/N) cos kx, made from two degenerate plane waves, has

P = (4/N²) Σ cos⁴kx = (4/N²)(3N/8) = 3/(2N),

since the mean of cos⁴ is 3/8 for a general k. Nothing physical has changed. Choosing a general k-point, which puts a phase on the cell boundary, lifts such degeneracies in nearly ordered cells, and the participation ratios above were computed that way.

A repeated random cell is itself a crystal, so its states form bands. If a state decays as exp(−r/λ), its coupling to its copy one cell edge away is of order t exp(−L/λ). With λ = 0.74 and L = 6 the exponent is −8.1 and the coupling about 3 × 10⁻⁴ t: the bands are nearly flat. Strong dispersion in a small random cell can simply mean that L is not much larger than λ.

## What this means for the choice of cell

For a material whose vacancies are ordered, use the ordered cell. For one whose vacancies are disordered, neither the smallest ordered cell nor an average occupancy can represent localisation; use several random supercells, or cells with the known degree of order.

In a comparison of arrangements, hold the composition and the carrier density fixed and recompute E_F each time. Let the potential around each vacancy adjust self-consistently.

Do not infer a metal from a finite density of states. Compute P near E_F at a general k-point for at least two cell sizes. If P stays constant, treat the states as localised on that scale. If it falls as the inverse volume, they are extended at least up to the larger cell. An intermediate exponent calls for larger cells.

## Model and real phase-change materials

Rocksalt-like germanium antimony tellurides, used in phase-change memory, are p-type, with a sizeable fraction of vacancies on the cation sublattice. Annealing orders these vacancies and lowers the resistance. The model shares that ingredient, but its numbers are not those of a telluride. Real vacancies tend to gather in layers, the carriers move in p orbitals, and w = 5t is a strong attraction. The carrier density is also far too high: a rough real value is 10²⁰ cm⁻³, some 75 times lower, or 0.0016 filled states per site in this lattice.

The trap count shows how much that matters. Near full order, each B site has four B neighbours that may be vacant, so C ≈ 0.75 × 4v_B = 0.75(1 − s). Setting this equal to 0.0016 gives s ≈ 0.998 in place of roughly 0.7. A weaker, screened potential may not bind carriers at a single misplaced vacancy, and a lower degree of order could then suffice. The critical order is thus a property of the chosen potential and density, not a number to carry over to a device. At working temperatures carriers also hop between localised states, so a real resistance changes gradually where this model has a sharp transition.

The computed values, with their errors, are listed in the numerical output below. The waves in the ordered bar are counted 0.013t above E_F.

Values computed for the example and the checks

```
vacancy fraction x = 0.25; vacancy energy U = 30.0 t
attraction per vacant neighbour w = 5.0 t
carriers per site = 0.24; filled states per site = 0.12
lattice constant = 6.0 bohr; density = 7.50e+21 cm^-3
clean bar, E = -7 t: gamma = 0.96242, analytic 0.96242 /a
variance of m at s = 0.7: sampled 0.6230, formula 0.6263
site-energy spread at s = 0: 5.303 t
ordered band bottom: -14.27106 t, formula -14.27106 t
ordered Fermi energy: -12.218 t; DOS 0.1465 /(t site)
ordered bar M=4, waves at E_F: transfer 10, Bloch 10
s, E_F (t), DOS (1/(t site)), Lambda for M = 4, 6, 8:
0.00  -14.418  0.0088  0.157+-0.001  0.116+-0.001  0.092+-0.001
0.40  -14.494  0.0122  0.169+-0.001  0.126+-0.002  0.101+-0.001
0.70  -13.513  0.0049  0.219+-0.002  0.149+-0.001  0.119+-0.001
0.80  -12.673  0.0430  0.756+-0.020  1.093+-0.062  1.178+-0.077
0.90  -12.347  0.0957  2.258+-0.079  4.500+-0.367  6.346+-0.577
0.97  -12.301  0.1265  9.908+-0.740  19.628+-2.408  24.679+-3.454
s, ln(Lambda_8/Lambda_4), its standard error:
0.00  -0.533  0.012
0.40  -0.512  0.016
0.70  -0.609  0.013
0.80  +0.443  0.071
0.90  +1.034  0.097
0.97  +0.913  0.159
upward sign changes found: 1
bracket of the last one: s = 0.70 to 0.80
interpolated critical order s_c = 0.758, statistical error 0.004
lambda at s = 0, M = 8: 0.737 a = 0.234 nm
lambda at s = 0.97, M = 8: 197.4 a (grows with M)
s = 0, 0.16 carriers per site: E_F = -15.319 t, DOS 0.0728 /(t site)
   Lambda_4 = 0.315+-0.007, Lambda_8 = 0.260+-0.009
random bar M=4: gamma transfer 1.5867, Green 1.5863 /a
s = 0.00: typical P(L=6) = 0.3634, P(L=10) = 0.32001
   tau = 0.25 +- 0.12 from 62 and 39 states
s = 0.97: typical P(L=6) = 0.0132, P(L=10) = 0.00301
   tau = 2.90 +- 0.02 from 558 and 381 states
control w = 0, s = 0: E_F = -2.268 t, DOS 0.0842 /(t site)
   Lambda_4 = 4.510+-0.202, Lambda_8 = 7.728+-1.030
```
